# Tunnelling through a trapezoidal silica barrier: the WKB exponent

An electron in a silicon electrode meets a silica film filling $0<x<d$. Its energy lies $e\phi$ below the oxide conduction-band edge at the entrance face, where $e>0$ is the size of the electronic charge. A uniform field of magnitude $F$ lowers the band edge towards the exit, and the potential drop in the oxide is $V=Fd$, with $0<V<\phi$. The electron has effective mass $m$ in the oxide, with a parabolic band. The problem is one-dimensional. Image forces, oxide charge and scattering are left out until part (g).

Gaussian units are used in the algebra. Potentials enter only through energies such as $e\phi$ and $eFx$, so the formulas for the exponent read the same in SI units. When $\phi$ is given in volts, $e\phi$ has the same numerical value in electronvolts. Note that $\phi$ is measured from the electron's own level, and that $V$ is the drop in the oxide alone, not the whole applied voltage.

## (a) The wave inside the oxide

**Find the local decay constant, and an approximate solution of the Schrödinger equation in the oxide. When is it valid?**

The band edge stands above the electron's level by

$$W(x)=e(\phi-Fx).$$

At the exit $W(d)=e(\phi-V)>0$. The level therefore stays below the band edge throughout the film: the barrier is a trapezoid, with no turning point inside. The Schrödinger equation becomes

$$\psi''=\kappa^2\psi,\qquad \kappa(x)=\frac{\sqrt{2me(\phi-Fx)}}{\hbar}.$$

Write $\psi=e^{\sigma}$. Then $\psi''=(\sigma''+\sigma'^2)\psi$, so

$$\sigma''+\sigma'^2=\kappa^2 .$$

If $\kappa$ varies slowly, $\sigma''$ is small and the leading solution is $\sigma'=\pm\kappa$. Add a correction, $\sigma'=\pm\kappa+\sigma_1'$, and keep the terms of first order in the slowness:

$$\pm\kappa'\pm2\kappa\sigma_1'=0
\quad\Rightarrow\quad
\sigma_1'=-\frac{\kappa'}{2\kappa}
\quad\Rightarrow\quad
\sigma_1=-\tfrac12\ln\kappa .$$

Hence the WKB solutions are

$$\psi_\pm=\frac{1}{\sqrt{\kappa}}\exp\left(\pm\int_0^x\kappa\,dx'\right).$$

The dropped terms are $\sigma_1''+\sigma_1'^2$. For this barrier $\kappa^2$ is linear in $x$, so $(\kappa^2)''=0$, which gives $\kappa''=-\kappa'^2/\kappa$. Then

$$\sigma_1''+\sigma_1'^2
=-\frac{\kappa''}{2\kappa}+\frac{\kappa'^2}{2\kappa^2}+\frac{\kappa'^2}{4\kappa^2}
=\frac54\,\frac{\kappa'^2}{\kappa^2}.$$

This is small beside $\kappa^2$ if $|\kappa'|/\kappa^2\ll1$. Differentiating $\kappa^2$ gives $2\kappa\kappa'=-2meF/\hbar^2$, and so

$$\frac{|\kappa'|}{\kappa^2}=\frac{meF}{\hbar^2\kappa^3}.$$

The condition is hardest to meet at the exit, where $\kappa$ is smallest.

## (b) From the wave to the transmission

**Let the electrodes have flat bands and mass $m_s$. Show that a thick barrier transmits with probability $T=P\,e^{-S}$, and find $S$ and $P$.**

Let subscripts 1 and 2 denote entrance and exit, let $k$ be the wave number in an electrode, and define

$$q=\frac{k}{m_s},\qquad p=\frac{\kappa}{m}.$$

At an abrupt face $\psi$ and $\psi'/\text{mass}$ are continuous, which conserves the flux. In differentiating $\psi_\pm$ we keep $\psi_\pm'\approx\pm\kappa\psi_\pm$. The omitted part is smaller by the factor $|\kappa'|/2\kappa^2$.

*Entrance.* The incident wave has unit amplitude and the reflected wave amplitude $r$. In a thick barrier the growing solution, produced by reflection at the exit, is negligible here. With $a=\psi(0)$,

$$1+r=a,\qquad iq_1(1-r)=-p_1a .$$

The second equation gives $1-r=i(p_1/q_1)a$. Adding the first,

$$2=a\left(1+\frac{ip_1}{q_1}\right)
\quad\Rightarrow\quad |a|^2=\frac{4q_1^2}{q_1^2+p_1^2}.$$

*Crossing.* The decaying solution reaches the exit with amplitude

$$D=a\sqrt{\frac{\kappa_1}{\kappa_2}}\;e^{-S/2},\qquad S=2\int_0^d\kappa\,dx .$$

The factor 2 in $S$ is there because a probability is the square of an amplitude.

*Exit.* A reflected part $G$ joins $D$, and beyond the face there is only an outgoing wave:

$$\psi(d)=D+G,\qquad p_2(G-D)=iq_2(D+G).$$

Collecting terms, $G(p_2-iq_2)=D(p_2+iq_2)$, so

$$\psi(d)=\frac{2p_2}{p_2-iq_2}\,D .$$

The flux in an electrode is $\hbar q$ times the squared amplitude. Since $\kappa_1/\kappa_2=p_1/p_2$,

$$T=\frac{q_2}{q_1}|\psi(d)|^2
=\frac{q_2}{q_1}\cdot\frac{4q_1^2}{q_1^2+p_1^2}\cdot\frac{p_1}{p_2}\cdot\frac{4p_2^2}{q_2^2+p_2^2}\,e^{-S}=P\,e^{-S},$$

$$P=\frac{4q_1p_1}{q_1^2+p_1^2}\cdot\frac{4q_2p_2}{q_2^2+p_2^2}.$$

Because $2qp\le q^2+p^2$, each factor is at most 2 and $P\le4$. Unless $q$ and $p$ are very unequal at a face, $P$ is of order one, and the exponent $S$ sets the size of $T$.

## (c) The exponent of the trapezoid

**Evaluate $S$.**

From parts (a) and (b),

$$S=\frac{2\sqrt{2me}}{\hbar}\int_0^d\sqrt{\phi-Fx}\;dx .$$

Substitute $u=\phi-Fx$, so that $dx=-du/F$. The limits $x=0$ and $x=d$ become $u=\phi$ and $u=\phi-V$. The minus sign is used to exchange them:

$$S=\frac{2\sqrt{2me}}{\hbar F}\int_{\phi-V}^{\phi}\sqrt u\;du
=\frac{4\sqrt{2me}}{3\hbar F}\left[\phi^{3/2}-(\phi-V)^{3/2}\right].$$

## (d) Comparison with a full triangle

**Suppose the oxide were long enough for the band edge to fall to the electron's level. Find the exponent $S_{FN}$ of that triangular barrier at the same $F$ and $\phi$, and express $S$ through it.**

The level meets the band edge at the turning point $x_t=\phi/F$, and the decay ends there. The integral in $u$ now runs from 0 to $\phi$:

$$S_{FN}=\frac{4\sqrt{2me}}{3\hbar F}\,\phi^{3/2}
=\frac{4\sqrt{2m}\,(e\phi)^{3/2}}{3\hbar eF}.$$

The two forms agree because $\sqrt e\,\phi^{3/2}=(e\phi)^{3/2}/e$. This is the Fowler–Nordheim exponent. Taking $\phi^{3/2}$ out of the bracket in part (c) gives

$$\boxed{S=S_{FN}\left[1-\left(1-\frac V\phi\right)^{3/2}\right],\qquad 0<V<\phi .}$$

The subtracted term belongs to the tip of the triangle, which the real film does not contain. The tip is a similar triangle, with height and length both reduced by the factor $1-V/\phi$. Its exponent scales as length times the square root of height, which gives the power $1+\tfrac12=\tfrac32$.

## (e) The rectangular limit

**Let $V\to0$ at fixed $d$ and $\phi$. Find the limit of $S$ and the first corrections. How small must $V$ be before the barrier may be treated as a rectangle?**

At fixed $d$ the field $F=V/d$ also goes to zero, so $S_{FN}$ diverges while the bracket vanishes. To see the product, put $v=V/\phi$ and define

$$S_0=\frac{2d\sqrt{2me\phi}}{\hbar}.$$

Inserting $F=V/d$ into $S_{FN}$,

$$S_{FN}=\frac{4d\sqrt{2me}\,\phi^{3/2}}{3\hbar V}=\frac{2}{3v}\,S_0,
\qquad
S=S_0\,g(v),\quad g(v)=\frac{2}{3v}\left[1-(1-v)^{3/2}\right].$$

The binomial series is

$$(1-v)^{3/2}=1-\frac{3v}{2}+\frac{3v^2}{8}+\frac{v^3}{16}+O(v^4).$$

Therefore

$$g(v)=\frac{2}{3v}\left[\frac{3v}{2}-\frac{3v^2}{8}-\frac{v^3}{16}+O(v^4)\right]
=1-\frac v4-\frac{v^2}{24}+O(v^3),$$

and

$$\boxed{S\;\to\;S_0=\frac{2d\sqrt{2me\phi}}{\hbar}\qquad(V\to0,\ d\text{ fixed}).}$$

This is $2\kappa d$ for a rectangle of height $e\phi$. The limit concerns the transmission of one electron. The net current also contains electrons tunnelling backwards, and it vanishes when the two electrodes have the same Fermi level and temperature. For unlike electrodes that need not happen at $V=0$.

A small relative error in $S$ is not enough to justify the rectangle, because $S$ stands in an exponential. The absolute change $S_0v/4$ must be small beside one:

$$V\ll\frac{4\phi}{S_0}.$$

A better simple model is a rectangle of the mean height $e(\phi-V/2)$. Its exponent is $S_0\sqrt{1-v/2}$, and

$$\sqrt{1-\frac v2}=1-\frac v4-\frac{v^2}{32}+O(v^3),
\qquad
\sqrt{1-\frac v2}-g(v)=\frac{v^2}{96}+O(v^3).$$

The linear term is now right. The mean-height exponent is still too large, for every $V$ in the range, because the square root is concave: the average of $\sqrt W$ over the film is less than the square root of the average of $W$.

## (f) The other end of the range

**What happens as $V\to\phi$?**

The bracket tends to 1 and $S$ joins $S_{FN}$ continuously. At fixed field, widening the film adds $dS/dd=2\kappa_2$, and this goes to zero as the exit face approaches the turning point. The last part of the triangle contributes little.

The derivation, however, fails before that point. The exponent of the missing tip is

$$S_{tip}=S_{FN}-S=\frac{4\sqrt{2me}\,(\phi-V)^{3/2}}{3\hbar F}.$$

Insert $\kappa_2=\sqrt{2me(\phi-V)}/\hbar$ into the validity measure of part (a):

$$\frac{|\kappa'|}{\kappa^2}\bigg|_{x=d}
=\frac{\hbar F}{2\sqrt{2me}\,(\phi-V)^{3/2}}
=\frac{2}{3S_{tip}} .$$

WKB with abrupt matching at the exit is thus assured for $S_{tip}\gg1$ and degrades as $S_{tip}$ falls to order one and below. For the film and electrodes of part (g), $Pe^{-S}$ is 4% low at $S_{tip}=1.5$ and 18% low at $S_{tip}=0.35$. The prefactor shows the failure plainly: $p_2\to0$ makes $P\to0$. The true transmission does not vanish there. An outgoing wave of finite flux at the exit, continued back through the finite film, requires only a finite incident amplitude. For the film and electrodes of part (g), the exact $Te^{S}$ is 0.76 at $V=\phi$. For $V>\phi$ the turning point lies inside the oxide and the exponent is $S_{FN}$, but the prefactor must be derived anew.

## (g) A thin gate oxide

**Take $\phi=3.0$ V, $m=0.40\,m_e$, $d=2.5$ nm and $V=1.5$ V, where $m_e$ is the free-electron mass. Find the exponent, compare it with the simpler barriers, and judge what the model neglects.**

*The exponent.* The field is $F=1.5\ \text{V}/2.5\ \text{nm}=6.0$ MV/cm, or $2.00\times10^4$ statvolt/cm. The full triangle would be $\phi/F=5.0$ nm long, twice the film. The decay constant falls from $\kappa_1=5.612$ nm$^{-1}$ at the entrance to $\kappa_2=5.612\sqrt{0.5}=3.968$ nm$^{-1}$ at the exit. Then

$$S_0=2(5.612)(2.5)=28.06,\qquad
S_{FN}=\frac{2}{3(0.5)}\,28.06=37.41,$$

$$S=37.41\,(1-0.5^{3/2})=37.41\times0.6465=24.19 .$$

Direct quadrature of $2\int\kappa\,dx$ also gives 24.19. The exponential is $e^{-S}=3.1\times10^{-11}$. Relative to this:

- The Fowler–Nordheim exponential, used outside its range, is too small by a factor $5.6\times10^5$.
- The rectangle of height $e\phi$ gives a value too small by a factor 48.
- The mean-height rectangle has exponent 24.30, too large by 0.115, so its exponential is about 11% too small.

*The approach to the rectangle.* With $d$, $\phi$ and $m$ fixed, the drop $V$ changes the quantities as follows.

| $V$ (V) | $S_{FN}$ | bracket | $S$ |
|---|---|---|---|
| 0.01 | 5612 | 0.0050 | 28.04 |
| 0.10 | 561.2 | 0.0496 | 27.83 |
| 0.50 | 112.2 | 0.2393 | 26.86 |
| 1.50 | 37.41 | 0.6465 | 24.19 |
| 2.50 | 22.45 | 0.9320 | 20.92 |

The first two columns of results change by large factors in opposite directions while $S$ settles towards 28.06. The criterion of part (e) reads $V\ll4(3.0)/28.06=0.43$ V, so at 1.5 V the rectangle had to fail.

*The WKB approximation.* The tip exponent is $37.414-24.186=13.228$, so $|\kappa'|/\kappa^2=2/(3\times13.228)=0.050$ at the exit. For two like electrodes of mass $0.92\,m_e$ and an incident kinetic energy of 0.15 eV, the kinetic energy beyond the exit is $0.15+1.5=1.65$ eV, and the prefactor is $P=1.08$ and $Pe^{-S}=3.38\times10^{-11}$. A single parabolic band is a poor description of silicon at 1.65 eV, but in this model it affects only the prefactor. Numerical integration of the Schrödinger equation for the same barrier also gives $3.38\times10^{-11}$, with a difference of 0.2%. The measure 0.050 is a cautious guide. For this film and these electrodes the error in $\ln T$ is below 0.003 at $V=0.5$, 1.0, 1.5 and 2.0 V, changing sign between the last two, and grows to 0.026 at 2.4 V, where the measure is 0.32. In a test at $V=0.5$, 1.5 and 2.4 V, the largest error in $\ln T$ was 0.008 for a 10 nm film and 0.002 for a 40 nm film. The error shrinks with width, as it should: at fixed $V$, $\kappa'$ is proportional to $1/d$.

*The real oxide.* The parameters are rough typical values for a thin silica gate film on silicon. The field is 0.6 of a rough breakdown field of 10 MV/cm. Breakdown depends on time under stress as well as on field, so this ratio does not by itself promise a long life. Of the changes sized below, the two largest come from giving up the bare trapezoid and the parabolic band. Each entry is a separate change from $S=24.19$, with $V$ held at 1.5 V.

| Change | $\Delta S$ | factor on $e^{-S}$ |
|---|---|---|
| image force | $-3.9$ | 50 |
| non-parabolic band | $-3.3$ | 30 |
| $m$ larger by $0.05\,m_e$ | $+1.5$ | 0.23 |
| $d$ larger by 0.1 nm | $+1.0$ | 0.38 |
| $\phi$ larger by 0.1 V | $+0.5$ | 0.58 |
| transverse motion | $+0.3$ | 0.77 |

The image-force entry treats both electrodes as ideal conductors and gives the oxide a high-frequency dielectric constant of 2.1. Silicon screens less completely: with both electrodes given a dielectric constant of 11.7 the change is $-3.0$. The entries are not additive either: the ideal-conductor image force and the non-parabolic band together give $-6.2$, not $-7.3$. The band entry replaces $W$ in $\kappa^2$ by $W(1-W/E_g)$, with a gap $E_g=9$ eV, and reads $0.40\,m_e$ as the mass at the band edge. If the mass has instead been fitted to tunnelling currents with a parabolic trapezoid, it already absorbs part of both effects, and they must not simply be added.

The transverse entry moves 0.10 eV of the electron's energy from normal to transverse motion at fixed total energy. The transverse wave vector is conserved. With a transverse mass of $0.19\,m_e$ in silicon, the same wave vector costs $0.10\times0.19/0.40=0.048$ eV in the oxide, which raises the effective barrier by that amount. The table gives the effect on $e^{-S}$ only. The normal energy at the entrance also drops, from 0.15 to 0.05 eV, which lowers $P$, and the full transmission falls by a factor 0.44.

In this model, with the barrier and the bands held fixed, temperature acts through the supply of electrons. For a Fermi level fixed 0.15 eV above the electrode's band edge, with $\phi$ measured from that level, $P$ taken as constant and $S$ taken to depend on the normal energy alone, the current at 400 K is 1.3 times that at 0 K. This figure depends on those assumptions. Keeping the energy dependence of $P$ gives 1.6, and adding the transverse effect above gives 1.65. Holding the electron density fixed instead of the Fermi level lowers 1.3 to 1.2 and 1.65 to 1.5. Such a Fermi level in flat-band silicon means a degenerate electrode with about $3\times10^{20}$ electrons per cm$^3$. Tunnelling by way of defects, which can add current in a stressed oxide, is not sized here. Nor is the bending of the silicon bands: at this oxide field it is strong, and electrons held at the surface occupy quantized levels, which the flat-band electrode leaves out.

Within its assumptions the model gives the dependence of the transmission on $V$ and $d$. The neglected effects change that dependence too: the non-parabolic band, for example, makes $S$ vary less steeply with both. An absolute current predicted from rough parameters can be wrong by one or two powers of ten, and by more if several of the neglected effects act in the same direction. The remaining figures are in the numerical output.

## Computed results

```
barrier height phi = 3.00 V, oxide drop V = 1.50 V
oxide width d = 2.50 nm, oxide mass m = 0.40 m_e
V/phi = 0.500
field F = 6.00 MV/cm = 2.001e+04 statvolt/cm
length of full triangle phi/F = 5.00 nm
kappa at entrance = 5.612 1/nm
kappa at exit = 3.968 1/nm
Fowler-Nordheim exponent S_FN = 37.414
bracket 1-(1-V/phi)^(3/2) = 0.64645
trapezoidal exponent S = 24.186
same by quadrature = 24.186
rectangular exponent (height phi) = 28.061
ratio S/rectangular = 0.86193
mean-height exponent (phi-V/2) = 24.301
exp(-S) = 3.133e-11
exp(-S_FN) = 5.639e-17
exp(-S) / exp(-S_FN) = 5.557e+05
exp(-S) / exp(-rectangular) = 48.15
Fixed width: V (volt), S_FN, bracket, S
  0.01  5612.149  0.00500  28.037
  0.10  561.215  0.04958  27.826
  0.50  112.243  0.23927  26.857
  1.50  37.414  0.64645  24.186
  2.50  22.449  0.93196  20.921
  3.00  18.707  1.00000  18.707
flat barrier, decay rate from Schroedinger = 11.2243 1/nm
electrode mass 0.92 m_e, incident energy 0.15 eV
prefactor P = 1.080
T from WKB, P exp(-S) = 3.3844e-11
T from Schroedinger equation = 3.3770e-11
largest error of ln T, 10 nm and 40 nm: 0.0082, 0.0022
WKB validity |kappa'|/kappa^2 at exit = 0.0504
Neglected effects: change of S, factor on exp(-S)
  image force, eps = 2.1: -3.936, 51.2
  non-parabolic band, gap 9.0 eV: -3.317, 27.6
  transverse energy 0.10 eV, mass 0.19: +0.259, 0.772
  oxide mass 0.05 m_e larger: +1.467, 0.231
  barrier 0.1 V higher: +0.542, 0.582
  oxide 0.1 nm thicker, same V: +0.967, 0.38
thermal energy at 400 K = 0.0345 eV
supply-weighted current, 400 K over 0 K = 1.305
field / rough breakdown field 10 MV/cm = 0.60
```
